**Finite nuclear potentials matched by rms radius**

For nuclear charge $Z$ and rms radius $a$, the program examines a shell of radius $a$, a uniform sphere of radius $R=\sqrt{5/3}\,a$ and a Gaussian charge density with exponent $\xi=3/(2a^2)$. It asserts that the potential formulas agree with direct Coulomb quadrature, and that root finding on numerical second moments returns the same $R$ and $\xi$. It also asserts the volume integrals that link the difference from the point-nucleus potential to the second and third charge moments, and the resulting expansion of the first-order nonrelativistic 1s shift. The Dirac solver is tested against the point-nucleus solution, the limit of large light speed and the predicted growth of the shift as $R^{2g}$, where $g=\sqrt{1-Z^2/c^2}$ and $c$ is the speed of light in atomic units. For $Z=50$ and $a=5$ fm, the three matched models give Dirac 1s shifts between 0.0819 and 0.0824 hartree, a spread of 0.64% of the sphere's shift. A sphere whose radius is wrongly set equal to $a$ gives 0.0512 hartree, 38% less than the matched sphere.

## Numerical check

```python
"""Potentials of finite nuclei with one common rms radius a.

Result under test (Hartree atomic units, nuclear charge Z):
  shell    V = -Z/max(r, a)
  sphere   V = -Z(3-r^2/R^2)/(2R) inside, -Z/r outside, R = sqrt(5/3) a
  Gaussian V = -Z erf(sqrt(xi) r)/r, xi = 3/(2 a^2)
V is the potential energy of an electron. The program also tests how the
rms radius governs the 1s energy shift relative to a point nucleus.
For the Dirac 1s state, P and Q are the large and small radial functions,
u = c Q/P, and energies are measured from the electron's rest energy.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf


def shell_potential(r, radius, charge):
    return -charge / max(r, radius)


def sphere_potential(r, radius, charge):
    if r < radius:
        return -charge * (3 - (r / radius)**2) / (2 * radius)
    return -charge / r


def gaussian_potential(r, exponent, charge):
    if r == 0:
        return -2 * charge * np.sqrt(exponent / np.pi)
    return -charge * erf(np.sqrt(exponent) * r) / r


def sphere_density(s, radius):
    return 3 / (4 * np.pi * radius**3)


def gaussian_density(s, exponent):
    return (exponent / np.pi)**1.5 * np.exp(-exponent * s**2)


def radial_moment(density, parameter, upper, power):
    return quad(lambda s: 4 * np.pi * s**(2 + power)
                * density(s, parameter), 0, upper,
                epsabs=1e-12, epsrel=1e-11)[0]


# Parameters found from the numerical second moment, for a = 1.
sphere_radius = np.sqrt(5 / 3)
gauss_exponent = 3 / 2
found_radius = brentq(
    lambda R: radial_moment(sphere_density, R, R, 2) - 1, 0.5, 3)
found_exponent = brentq(
    lambda x: radial_moment(gaussian_density, x, 9 / np.sqrt(x), 2) - 1,
    0.3, 5)
assert abs(found_radius - sphere_radius) < 1e-8
assert abs(found_exponent - gauss_exponent) < 1e-8
gauss_edge = 6 / np.sqrt(gauss_exponent)  # erf(6) is 1 in double precision
assert abs(radial_moment(sphere_density, sphere_radius,
                         sphere_radius, 0) - 1) < 1e-10
assert abs(radial_moment(gaussian_density, gauss_exponent,
                         gauss_edge, 0) - 1) < 1e-10


def angular_average(r, s):
    """Average of 1/|r-s| over directions; cos(angle) = 1-t^2."""
    return quad(lambda t: t / np.sqrt((r - s)**2 + 2 * r * s * t**2),
                0, np.sqrt(2), epsabs=1e-11, epsrel=1e-10, limit=200)[0]


nodes, weights = np.polynomial.legendre.leggauss(40)


def direct_potential(r, density, parameter, upper):
    """Coulomb integral over the charge, split where s = r."""
    breaks = [0, r, upper] if r < upper else [0, upper]
    total = 0.0
    for low, high in zip(breaks[:-1], breaks[1:]):
        for node, weight in zip(nodes, weights):
            s = (low + high + (high - low) * node) / 2
            total += ((high - low) / 2 * weight * 4 * np.pi * s**2
                      * density(s, parameter) * angular_average(r, s))
    return -total


for r_test in (0.6, 1.9):
    assert abs(-angular_average(r_test, 1.0)
               - shell_potential(r_test, 1.0, 1.0)) < 1e-8
    assert abs(direct_potential(r_test, sphere_density, sphere_radius,
                                sphere_radius)
               - sphere_potential(r_test, sphere_radius, 1.0)) < 1e-7
    assert abs(direct_potential(r_test, gaussian_density, gauss_exponent,
                                gauss_edge)
               - gaussian_potential(r_test, gauss_exponent, 1.0)) < 1e-7
gauss_center = -quad(lambda s: 4 * np.pi * s
                     * gaussian_density(s, gauss_exponent),
                     0, gauss_edge)[0]
assert abs(gauss_center - gaussian_potential(0, gauss_exponent, 1)) < 1e-8

# Model data in units of a: potential, parameter, outer edge, third moment.
models = {
    "shell": (shell_potential, 1.0, 1.0, 1.0),
    "sphere": (sphere_potential, sphere_radius, sphere_radius,
               radial_moment(sphere_density, sphere_radius,
                             sphere_radius, 3)),
    "Gaussian": (gaussian_potential, gauss_exponent, gauss_edge,
                 radial_moment(gaussian_density, gauss_exponent,
                               gauss_edge, 3)),
}


def integral_of_difference(name, weight_function):
    """Volume integral of (V + 1/r) times a weight, for Z = a = 1."""
    potential, parameter, edge, _ = models[name]
    return quad(lambda t: 4 * np.pi * t**2 * weight_function(t)
                * (potential(t, parameter, 1.0) + 1 / t),
                0, edge, epsabs=1e-12, epsrel=1e-11)[0]


for name, data in models.items():
    assert abs(integral_of_difference(name, lambda t: 1.0)
               - 2 * np.pi / 3) < 1e-8
    assert abs(integral_of_difference(name, lambda t: t)
               - np.pi * data[3] / 3) < 1e-8

# Worked example: round model parameters.
Z = 50.0
rms_fm = 5.0
bohr_fm = physical_constants["Bohr radius"][0] * 1e15
hartree_ev = physical_constants["Hartree energy in eV"][0]
a = rms_fm / bohr_fm
light_speed = 1 / fine_structure

leading_shift = 2 / 3 * Z**4 * a**2
first_order = {}
for name, data in models.items():
    first_order[name] = Z**4 * a**2 / np.pi * integral_of_difference(
        name, lambda t: np.exp(-2 * Z * a * t))
    two_terms = leading_shift - 2 / 3 * Z**5 * a**3 * data[3]
    # The omitted next term is of relative order (Z a)^2.
    assert abs(first_order[name] / two_terms - 1) < 1e-4


def ratio_slope(x, u, energy, potential, c):
    """Derivative of u = c Q/P with respect to x = log(r)."""
    r = np.exp(x)
    kinetic = r * (energy - potential(r))
    return -2 * u - kinetic - (2 * r + kinetic / c**2) * u**2


def integrate_ratio(r_start, r_end, u_start, energy, potential, c):
    answer = solve_ivp(ratio_slope, (np.log(r_start), np.log(r_end)),
                       [u_start], args=(energy, potential, c),
                       method="DOP853", rtol=1e-12, atol=1e-13)
    assert answer.success
    return answer.y[0, -1]


def point_solution(c):
    g = np.sqrt(1 - (Z / c)**2)
    return g, -Z**2 / (1 + g), -Z / (1 + g)


def point_potential(r):
    return -Z / r


def dirac_shift(potential, match_radius, c):
    """Finite-nucleus 1s energy minus the point-nucleus energy."""
    _, point_energy, point_ratio = point_solution(c)
    r_small = 1e-4 * a

    def mismatch(shift):
        energy = point_energy + shift
        u_small = -(energy - potential(0.0)) * r_small / 3
        outward = integrate_ratio(r_small, match_radius, u_small,
                                  energy, potential, c)
        inward = integrate_ratio(20 / Z, match_radius, point_ratio,
                                 energy, point_potential, c)
        return outward - inward

    return brentq(mismatch, 0.0, 10 * leading_shift, xtol=1e-11)


# A wrong starting ratio in the tail must flow to the point solution.
g, point_energy, point_ratio = point_solution(light_speed)
recovered = integrate_ratio(20 / Z, 1 / Z, 0.9 * point_ratio,
                            point_energy, point_potential, light_speed)
assert abs(recovered - point_ratio) < 1e-7

dirac = {}
physical_parameter = {"shell": a, "sphere": sphere_radius * a,
                      "Gaussian": gauss_exponent / a**2}
for name, data in models.items():
    def potential(r, form=data[0], p=physical_parameter[name]):
        return form(r, p, Z)
    dirac[name] = dirac_shift(potential, data[2] * a, light_speed)
    slow_electron = dirac_shift(potential, data[2] * a,
                                1000 * light_speed)
    # Second-order perturbation theory adds a relative term of order Z a.
    assert abs(slow_electron / first_order[name] - 1) < 0.02

unmatched = dirac_shift(lambda r: sphere_potential(r, a, Z), a, light_speed)
size_power = np.log(dirac["sphere"] / unmatched) / np.log(sphere_radius)
# Finite Z a corrects the limiting power slightly; the value 2 is excluded.
assert abs(size_power - 2 * g) < 0.03
spread = (max(dirac.values()) - min(dirac.values())) / dirac["sphere"]
assert spread < 0.05
assert abs(unmatched / dirac["sphere"] - 1) > 5 * spread

print(f"nuclear charge Z = {Z:.0f}")
print(f"rms radius a = {rms_fm:.3f} fm = {a:.6e} bohr")
print(f"speed of light c = {light_speed:.6f} atomic units")
print(f"shell radius = {a:.6e} bohr")
print(f"sphere radius / a = {sphere_radius:.6f} (dimensionless)")
print(f"sphere radius from numerical moment / a = {found_radius:.6f}")
print(f"sphere radius = {sphere_radius * a:.6e} bohr"
      f" = {sphere_radius * rms_fm:.4f} fm")
print(f"Gaussian exponent times a^2 = {gauss_exponent:.6f}")
print(f"same from numerical moment = {found_exponent:.6f}")
print(f"Gaussian exponent = {gauss_exponent / a**2:.6e} bohr^-2")
for multiple in (0, 1, 2):
    for name, data in models.items():
        value = data[0](multiple * a, physical_parameter[name], Z)
        print(f"V at r = {multiple} a, {name}: {value:.1f} hartree")
print(f"point-nucleus V at r = 1 a: {point_potential(a):.1f} hartree")
print(f"point-nucleus V at r = 2 a: {point_potential(2*a):.1f} hartree")
for name, data in models.items():
    print(f"third moment / a^3, {name}: {data[3]:.6f}")
print(f"Z a = {Z * a:.6f} (dimensionless)")
print(f"common leading nonrel. 1s shift = {leading_shift:.7f} hartree")
for name in models:
    print(f"first-order nonrel. 1s shift, {name}:"
          f" {first_order[name]:.7f} hartree")
print(f"Dirac exponent g = {g:.6f} (dimensionless)")
print(f"point-nucleus Dirac 1s energy = {point_energy:.6f} hartree")
for name in models:
    print(f"Dirac 1s shift, {name}: {dirac[name]:.6f} hartree"
          f" = {dirac[name] * hartree_ev:.4f} eV")
print(f"Dirac shift spread / sphere shift = {100 * spread:.3f} percent")
print(f"Dirac 1s shift, unmatched sphere R=a: {unmatched:.6f} hartree")
print(f"unmatched / matched sphere shift = {unmatched/dirac['sphere']:.5f}")
print(f"size power from Dirac shifts = {size_power:.5f}")
print(f"predicted limiting power 2g = {2 * g:.5f}")
print("all good")
```

Output:

```
nuclear charge Z = 50
rms radius a = 5.000 fm = 9.448631e-05 bohr
speed of light c = 137.035999 atomic units
shell radius = 9.448631e-05 bohr
sphere radius / a = 1.290994 (dimensionless)
sphere radius from numerical moment / a = 1.290994
sphere radius = 1.219813e-04 bohr = 6.4550 fm
Gaussian exponent times a^2 = 1.500000
same from numerical moment = 1.500000
Gaussian exponent = 1.680171e+08 bohr^-2
V at r = 0 a, shell: -529177.2 hartree
V at r = 0 a, sphere: -614848.4 hartree
V at r = 0 a, Gaussian: -731310.5 hartree
V at r = 1 a, shell: -529177.2 hartree
V at r = 1 a, sphere: -491878.7 hartree
V at r = 1 a, Gaussian: -485115.5 hartree
V at r = 2 a, shell: -264588.6 hartree
V at r = 2 a, sphere: -264588.6 hartree
V at r = 2 a, Gaussian: -264447.8 hartree
point-nucleus V at r = 1 a: -529177.2 hartree
point-nucleus V at r = 2 a: -264588.6 hartree
third moment / a^3, shell: 1.000000
third moment / a^3, sphere: 1.075829
third moment / a^3, Gaussian: 1.228424
Z a = 0.004724 (dimensionless)
common leading nonrel. 1s shift = 0.0371986 hartree
first-order nonrel. 1s shift, shell: 0.0370234 hartree
first-order nonrel. 1s shift, sphere: 0.0370101 hartree
first-order nonrel. 1s shift, Gaussian: 0.0369835 hartree
Dirac exponent g = 0.931059 (dimensionless)
point-nucleus Dirac 1s energy = -1294.626149 hartree
Dirac 1s shift, shell: 0.082404 hartree = 2.2423 eV
Dirac 1s shift, sphere: 0.082253 hartree = 2.2382 eV
Dirac 1s shift, Gaussian: 0.081876 hartree = 2.2280 eV
Dirac shift spread / sphere shift = 0.642 percent
Dirac 1s shift, unmatched sphere R=a: 0.051218 hartree
unmatched / matched sphere shift = 0.62269
size power from Dirac shifts = 1.85465
predicted limiting power 2g = 1.86212
all good
```
